\section*{Optical mass of a degenerate electron gas in a Kane band}

\section*{The problem}

The free electrons of a heavily doped transparent conductor lower its permittivity in the near infrared. How strongly they do so depends on their density and on a mass. In a band that is not parabolic, several different masses can be defined, and the problem is to find the one that light measures.

Take one isotropic, spin-degenerate conduction band with the Kane dispersion
\begin{equation}
E(1+aE)=\gamma(k),\qquad \gamma(k)=\frac{\hbar^2k^2}{2m},
\label{kane}
\end{equation}
where $E\ge 0$ is measured from the band edge, $m$ is the band-edge mass and $a>0$ is the nonparabolicity. The gas is uniform, has density $n$ and is at zero temperature unless stated otherwise. All states up to the Fermi energy $E_F$, also measured from the band edge, are filled. The electron charge is $-e$.

The optical mass $m_{\rm opt}$ is defined by the response to a uniform field $F$ along $z$ without collisions:
\begin{equation}
\frac{dj}{dt}=\frac{ne^2}{m_{\rm opt}}\,F,\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0 m_{\rm opt}} .
\label{def}
\end{equation}
Electrons are taken to stay in the band, so the photon energy must lie below the onset of interband absorption.

For numbers, use $m=0.25\,m_e$ with $m_e$ the free-electron mass, $a=0.4\ \mathrm{eV^{-1}}$, $n=8\times10^{20}\ \mathrm{cm^{-3}}$, background permittivity $\varepsilon_b=3.9$, mobility $40\ \mathrm{cm^2/(V\,s)}$ and an operating temperature of 300 K. These are round values in the rough regime of indium tin oxide films on silicon photonic chips.

\section*{(a) From the field to a sum over the Fermi sea}

\textbf{Question.} Express $n/m_{\rm opt}$ as an integral over the occupied states.

\textbf{Solution.} The force $-eF$ changes every wave vector at the same rate, $\hbar\,dk_z/dt=-eF$. The whole sea is therefore displaced by one common amount $q$, with $dq/dt=-eF/\hbar$. An electron has velocity $v_z=\hbar^{-1}\partial E/\partial k_z$, and the two spin states give $2\,d^3k/(2\pi)^3$ states per volume. Hence
\begin{equation}
j=-\frac{e}{\hbar}\int_{k<k_F}\frac{2\,d^3k}{(2\pi)^3}\,
\left.\frac{\partial E}{\partial k_z}\right|_{\mathbf k+q\hat{\mathbf z}} .
\end{equation}
Expand to first order in $q$. The term without $q$ vanishes, because $\partial E/\partial k_z$ is odd in $k_z$ and the undisplaced sea is symmetric. What remains is
\begin{equation}
j=-\frac{eq}{\hbar}\int_{k<k_F}\frac{2\,d^3k}{(2\pi)^3}\frac{\partial^2E}{\partial k_z^2}.
\end{equation}
Differentiating in time and inserting $dq/dt=-eF/\hbar$ makes the two minus signs cancel. Comparison with (\ref{def}) gives
\begin{equation}
\frac{n}{m_{\rm opt}}=\frac1{\hbar^2}\int_{k<k_F}\frac{2\,d^3k}{(2\pi)^3}\frac{\partial^2E}{\partial k_z^2}.
\label{sea}
\end{equation}
Each electron contributes its own inverse mass along the field, and all electrons of the sea take part.

\section*{(b) From the sea to its surface}

\textbf{Question.} Reduce this integral to quantities at the Fermi surface.

\textbf{Solution.} The integrand is the divergence of the vector $(\partial E/\partial k_z)\hat{\mathbf z}$. It is smooth inside the sphere, since $E$ is a smooth function of $k^2$. On the surface, $\partial E/\partial k_z=E'(k_F)\cos\theta$, and the outward normal has $z$ component $\cos\theta$. The divergence theorem gives
\begin{equation}
\int_{k<k_F}d^3k\,\frac{\partial^2E}{\partial k_z^2}
=k_F^2E'(k_F)\int\cos^2\theta\,d\Omega=\frac{4\pi}{3}k_F^2E'(k_F).
\end{equation}
With the factor $2/(2\pi)^3=1/(4\pi^3)$,
\begin{equation}
\frac{n}{m_{\rm opt}}=\frac{k_F^2E'(k_F)}{3\pi^2\hbar^2}.
\end{equation}
The density is $n=(4\pi k_F^3/3)/(4\pi^3)=k_F^3/(3\pi^2)$. Dividing it by the last expression,
\begin{equation}
m_{\rm opt}=\frac{\hbar^2k_F}{E'(k_F)}=\frac{\hbar k_F}{v_F}.
\label{surface}
\end{equation}
The optical mass is the ratio of crystal momentum to velocity at the Fermi surface. This holds for any smooth isotropic band filled from $k=0$ to $k_F$.

\section*{(c) The Kane band}

\textbf{Question.} Find $m_{\rm opt}$ in terms of $E_F$, and examine weak and strong nonparabolicity.

\textbf{Solution.} Differentiate (\ref{kane}) with respect to $k$:
\begin{equation}
(1+2aE)\,E'(k)=\frac{\hbar^2k}{m}
\quad\Longrightarrow\quad
\frac{\hbar^2k}{E'(k)}=m(1+2aE).
\label{slope}
\end{equation}
At $k=k_F$ the left side of the second relation is the optical mass (\ref{surface}), so
\begin{equation}
\boxed{\,m_{\rm opt}=m(1+2aE_F)\,}
\label{result}
\end{equation}
No expansion in $aE_F$ has been made. If the right side of (\ref{kane}) is kept but the left side is a general function $G(E)$, the same differentiation gives $m_{\rm opt}=m\,G'(E_F)$.

For $aE_F\ll1$ the band-edge mass returns. For $aE_F\gg1$, equation (\ref{kane}) becomes $aE^2\approx\hbar^2k^2/(2m)$, so $E\approx\hbar k/\sqrt{2ma}$ and the velocity saturates at $1/\sqrt{2ma}$. The momentum keeps growing with filling while the velocity does not, and their ratio, the optical mass, grows with $k_F$.

\section*{(d) The mass at a given density}

\textbf{Question.} Write the result in terms of $n$ and evaluate it.

\textbf{Solution.} Let $s=1+2aE_F$ and $\gamma_F=\hbar^2k_F^2/(2m)$. Squaring $s$ and using (\ref{kane}),
\begin{equation}
s^2=1+4aE_F(1+aE_F)=1+4a\gamma_F .
\label{s}
\end{equation}
The positive root belongs to $E_F\ge0$. Therefore
\begin{equation}
m_{\rm opt}=m\sqrt{1+\frac{2a\hbar^2(3\pi^2n)^{2/3}}{m}},\qquad E_F=\frac{s-1}{2a}.
\end{equation}
For the example, $k_F=(3\pi^2\times0.8)^{1/3}=2.872\ \mathrm{nm^{-1}}$ and $\gamma_F=1.257$ eV, which would be the Fermi energy of a parabolic band. Then
\begin{align}
s&=\sqrt{1+4(0.4)(1.257)}=1.735,\\
E_F&=0.735/0.8=0.919\ \mathrm{eV},\\
m_{\rm opt}&=0.25\times1.735\,m_e=0.434\,m_e .
\end{align}
The definition in part (a) can also be evaluated directly, by summing the velocities of a Fermi sphere displaced by $0.003\ \mathrm{nm^{-1}}$. At densities of $2\times10^{19}$, $10^{20}$, $8\times10^{20}$ and $2\times10^{21}\ \mathrm{cm^{-3}}$ this differs from (\ref{result}) by at most $1.2\times10^{-6}$ of the formula's value.

\section*{(e) Curvature masses and the added electron}

\textbf{Question.} Find the masses along and across $\mathbf k$ at the Fermi surface. By how much does $n/m_{\rm opt}$ grow when one electron per volume is added?

\textbf{Solution.} Across $\mathbf k$, a small step $\delta$ changes $k$ by $\delta^2/(2k)$, so the second derivative of the energy is $E'/k=\hbar^2/(ms)$. The transverse mass is $m_t=ms$, equal to the optical mass.

Along $\mathbf k$ the second derivative is $E''$. Let $s=1+2aE(k)$ at any $k$, so that $E'=\hbar^2k/(ms)$ and $s'=2aE'$. Then
\begin{equation}
E''=\frac{\hbar^2}{m}\left(\frac1s-\frac{ks'}{s^2}\right),\qquad
ks'=\frac{2a\hbar^2k^2}{ms}=\frac{s^2-1}{s},
\end{equation}
where the last step uses (\ref{s}) at general $k$. Hence $E''=\hbar^2/(ms^3)$ and the longitudinal mass is $m_l=ms^3$.

For the added electron, start from $n/m_{\rm opt}=n/(ms)$. Since $s^2-1\propto n^{2/3}$, we have $2s\,ds/dn=\tfrac23(s^2-1)/n$, and
\begin{equation}
w\equiv\frac{d}{dn}\frac{n}{ms}=\frac1{ms}\left(1-\frac{s^2-1}{3s^2}\right)
=\frac{2s^2+1}{3ms^3}=\frac13\left(\frac{2}{m_t}+\frac1{m_l}\right).
\label{w}
\end{equation}
An added electron contributes the inverse mass averaged over directions at the Fermi surface. Its effective mass for this purpose is
\begin{equation}
m_{\rm add}=\frac1w=\frac{3ms^3}{2s^2+1},
\end{equation}
which exceeds $m_{\rm opt}$ when $s>1$, because $3s^2>2s^2+1$.

In the example $m_t=0.434\,m_e$, $m_l=1.306\,m_e$ and $m_{\rm add}=0.558\,m_e$. The optical mass is smaller than $m_{\rm add}$ because it includes the lighter electrons deeper in the sea.

\section*{(f) Permittivity of the film}

\textbf{Question.} At what wavelength does the permittivity vanish, and how does it change with density?

\textbf{Solution.} Let fields vary as $e^{-i\omega t}$ and let $P$ be the polarization of the free electrons, so $j=dP/dt$. Equation (\ref{def}) gives $-\omega^2P=ne^2F/m_{\rm opt}$. Adding $P/(\varepsilon_0F)$ to the background,
\begin{equation}
\varepsilon(\omega)=\varepsilon_b-\frac{\omega_p^2}{\omega^2},\qquad
\omega_0=\frac{\omega_p}{\sqrt{\varepsilon_b}},
\label{eps}
\end{equation}
where $\omega_0$ is the zero. Here $\hbar\omega_p=1.5946$ eV, so $\hbar\omega_0=1.5946/\sqrt{3.9}=0.8075$ eV, or 1535 nm. The band-edge mass would put the zero at 1166 nm. The two wavelengths differ by the factor $\sqrt s=1.317$.

With $m$, $a$ and $\varepsilon_b$ held fixed, the density dependence is:
\begin{center}
\begin{tabular}{cccc}
$n$ ($\mathrm{cm^{-3}}$) & $E_F$ (eV) & $m_{\rm opt}/m_e$ & zero (nm)\\
$1\times10^{20}$ & 0.282 & 0.306 & 3650\\
$2\times10^{20}$ & 0.426 & 0.335 & 2700\\
$4\times10^{20}$ & 0.632 & 0.376 & 2023\\
$8\times10^{20}$ & 0.919 & 0.434 & 1535
\end{tabular}
\end{center}

Now compare uniform films of 8 and $9\times10^{20}\ \mathrm{cm^{-3}}$ at 1550 nm, again without loss. For a small change $\Delta n$, equations (\ref{w}) and (\ref{eps}) give
\begin{equation}
\Delta\varepsilon\approx-\frac{e^2}{\varepsilon_0\omega^2}\frac{\Delta n}{m_{\rm add}}
=-\varepsilon_b\left(\frac{\omega_0}{\omega}\right)^2\frac{\Delta n}{n}\frac{m_{\rm opt}}{m_{\rm add}} .
\end{equation}
The frequency ratio is $1550/1535.5$, so
\begin{equation}
\Delta\varepsilon\approx-3.9\,(1.0094)^2(0.125)\,\frac{0.4338}{0.5581}=-0.386 .
\end{equation}
The full difference of (\ref{eps}) is $-0.380$. It is slightly smaller in size because $w$ falls as the band fills. Holding the optical mass fixed at its value for the first film gives $-0.497$, too large in size by 31\% of the full difference. The band-edge mass gives $-0.862$. All these values are the free-carrier part with $\varepsilon_b$ held fixed. Filling the band also blocks interband transitions and lowers $\varepsilon_b$. In the simplest two-band model with this dispersion (gap $1/a$) that adds about $-0.01$ between the two films, which is small against $\Delta\varepsilon$ but larger than the difference between $-0.386$ and $-0.380$.

\section*{(g) Finite temperature}

\textbf{Question.} How does $m_{\rm opt}$ change with temperature at fixed density and fixed band parameters?

\textbf{Solution.} Let $g(E)$ be the density of states, $f$ the Fermi function and $\mu$ the chemical potential. The integral (\ref{sea}), now weighted with $f$, becomes $W=\int g\,w f\,dE$, where $w(E)$ is the direction-averaged inverse mass (\ref{w}). At low temperature, for a smooth function $h$,
\begin{equation}
\int h f\,dE\approx\int_0^{\mu}h\,dE+c\,h'(\mu),\qquad c=\frac{\pi^2}{6}(k_BT)^2 .
\end{equation}
With $h=g$, fixed density requires $g\,(\mu-E_F)+c\,g'=0$. With $h=gw$,
\begin{equation}
\delta W=gw(\mu-E_F)+c(g'w+gw')=c\,g\,w'(E_F).
\end{equation}
Since $ds/dE=2a$, equation (\ref{w}) gives $w'=-(2a/3m)(2/s^2+3/s^4)$. From $n\propto k_F^3$ and (\ref{slope}), $g=dn/dE_F=3n/(k_FE')=3ns/(2\gamma_F)$. Finally, $m_{\rm opt}=n/W$ and $W=n/(ms)$ at $T=0$, so
\begin{equation}
\frac{\delta m_{\rm opt}}{m_{\rm opt}}=-\frac{ms}{n}\,\delta W
=\frac{\pi^2}{6}(k_BT)^2\,\frac{a}{\gamma_F}\left(2+\frac3{s^2}\right).
\end{equation}
Heating moves electrons to energies where they respond less, and the mass rises. At 300 K, $k_BT=0.0259$ eV and the rise is 0.10\%. The average with the full Fermi function agrees with this expansion at the digits given. Zero temperature is thus a good approximation for the electron distribution here. A temperature dependence of $m$, $a$ or $\varepsilon_b$ would be a separate effect.

\section*{(h) What else moves the numbers}

\textbf{Question.} Estimate the effects of collisions, of errors in the band and background models, and of correlation.

\textbf{Solution.} Add a friction term $-j/\tau$ to the right side of (\ref{def}), with one relaxation time $\tau$, and let $\Gamma=1/\tau$. Then $-i\omega P(\Gamma-i\omega)=ne^2F/m_{\rm opt}$, and
\begin{equation}
\varepsilon=\varepsilon_b-\frac{\omega_p^2}{\omega^2+i\omega\Gamma}
=\varepsilon_b-\frac{\omega_p^2}{\omega^2+\Gamma^2}+\frac{i\,\omega_p^2\Gamma}{\omega(\omega^2+\Gamma^2)} .
\end{equation}
The steady current gives the mobility $e\tau/m_{\rm opt}$, hence $\tau=9.9$ fs and $\hbar\Gamma=0.067$ eV. The real part vanishes at $\omega^2=\omega_0^2-\Gamma^2$, which moves the zero from 1535 to 1541 nm. The imaginary part there is $\varepsilon_b\Gamma/\omega=0.32$, so the permittivity does not vanish as a whole. The optical mass itself is unchanged in this model.

A further term $bE^3$ on the left of (\ref{kane}) tests the band model. By part (c) the mass becomes $m(1+2aE_F+3bE_F^2)$, with $E_F$ recalculated at the same density. An assumed $b=0.05\ \mathrm{eV^{-2}}$ raises it by 6.0\%, and the wavelength of the zero, which varies as $\sqrt{m_{\rm opt}}$, by about 3\%.

The background also depends on frequency. If it comes from a single oscillator at an assumed 5 eV, with $\varepsilon_b$ as its low-frequency value, the lossless zero moves to 1550 nm.

Correlation removes some electrons from inside the Fermi sphere. The interaction parameter, the radius of a sphere that holds one electron on average, in Bohr radii formed with $m_{\rm opt}$ and $\varepsilon_b$, is $r_s=1.4$, so this need not be negligible. As an illustration, let 5\% of the electrons, taken evenly from the whole Fermi sphere, move to a uniformly occupied shell between $k_F$ and $1.5k_F$, and keep the occupation average of part (a). The mass then rises by 1.9\%. This is a size for an assumed depletion, not a calculation of correlation.

\textbf{The model and real films.} The density, masses and mobility used here are roughly typical of strongly doped indium tin oxide, whose properties depend on deposition and annealing. A gated modulator breaks the assumption of uniform density, since its gate changes the density in a thin layer near the insulator. If the density in such a layer ran from 4 to $8\times10^{20}\ \mathrm{cm^{-3}}$, the table would place the local zero anywhere from 2023 to 1535 nm. That spread is far larger than the shifts estimated above, and one wavelength cannot describe the layer. Screening confines such a change to roughly half a nanometre, less than the Fermi wavelength $2\pi/k_F$ of 2 to 3 nm, so reading the table point by point in the layer gives only a rough indication, and quantum confinement, which is outside the model, matters. The gate field needed is of order 1 to 2 MV/cm in a high-permittivity oxide such as hafnia, and close to breakdown in silica. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Band-edge mass: 0.25 m_e
Nonparabolicity a: 0.40 1/eV
Electron density: 8.0e+20 cm^-3
Background permittivity: 3.9 (no unit)
Mobility: 40 cm^2/(V s)
Temperature of use: 300 K
Fermi wave number: 2.8719 1/nm
Parabolic Fermi energy: 1.2570 eV
Kane Fermi energy: 0.9191 eV
Factor s = 1 + 2 a EF: 1.7353 (no unit)
Optical mass, formula: 0.43382 m_e
Optical mass, displaced sea: 0.43382 m_e
Largest relative error, four densities: 1.2e-06
Density from state count: 8.000e+20 cm^-3
Transverse mass at EF, differences: 0.4338 m_e
Longitudinal mass at EF, differences: 1.3063 m_e
Added-electron mass, formula: 0.5581 m_e
Added-electron mass, differences: 0.5581 m_e
Unscreened plasma energy: 1.5946 eV
Lossless zero of permittivity: 0.8075 eV
Same zero, timed oscillation: 0.8075 eV
Lossless zero, wavelength: 1535.5 nm
Zero with band-edge mass: 1165.6 nm
n 1e+20 cm^-3: EF 0.282 eV, mass 0.306 m_e, zero 3650 nm
n 2e+20 cm^-3: EF 0.426 eV, mass 0.335 m_e, zero 2700 nm
n 4e+20 cm^-3: EF 0.632 eV, mass 0.376 m_e, zero 2023 nm
n 8e+20 cm^-3: EF 0.919 eV, mass 0.434 m_e, zero 1535 nm
Comparison wavelength: 1550 nm
Second film density: 9.0e+20 cm^-3
Permittivity change, full: -0.3796
Permittivity change, added-electron mass: -0.3862
Permittivity change, fixed optical mass: -0.4968
Permittivity change, band-edge mass: -0.8620
Thermal energy: 0.0259 eV
Chemical potential at use: 0.9178 eV
Thermal change of optical mass: 0.1048 %
Same change, leading expansion: 0.1048 %
Thermal change ratio, full to half T: 4.000
Relaxation time: 9.87 fs
Collision width hbar/tau: 0.0667 eV
Mean free path: 7.56 nm
kF times mean free path: 21.7 (no unit)
Zero with collisions: 1540.8 nm
Imaginary permittivity there: 0.323
Assumed extra band term b: 0.05 1/eV^2
Mass change from b: 6.01 %
Assumed background oscillator: 5.0 eV
Zero with background dispersion: 1550.4 nm
Interaction parameter r_s: 1.40 (no unit)
Assumed depletion: 5 %, shell to 1.5 kF
Mass change from depletion: 1.90 %
\end{verbatim}
